\section*{Double degeneracy and uneven bands under combined inversion and time reversal}

\section{A chain with two sublattices}

Consider a chain of unit lattice constant with sites of two kinds, $A$ and $B$, and one orbital per site. Pauli matrices $\tau_i$ act on the sublattice index and $\sigma_i$ on the spin. An exchange field of strength $J$ points along $+x$ on $A$ and along $-x$ on $B$. A spin-orbit hopping of strength $\lambda$ also has opposite signs on the two sublattices. For wave number $q$ let
\begin{equation}
h(q)=A(q)\,\tau_x+m(q)\,\tau_z\sigma_x,\qquad m(q)=J-\lambda\sin q, \label{chain}
\end{equation}
with $A(q)=-4t\cos(q/2)$ from a hopping $-2t$ between neighbouring $A$ and $B$ sites, half a lattice constant apart; the factor two makes the chain a line of the square-lattice model treated below. The spin component $\sigma_x$ is conserved. In the sector $\sigma_x=s=\pm1$ the matrix is $A\tau_x+sm\tau_z$. Since $\tau_x\tau_z+\tau_z\tau_x=0$, its square is $A^2+s^2m^2=A^2+m^2$, so that
\begin{equation}
\varepsilon_\pm(q)=\pm\sqrt{A(q)^2+(J-\lambda\sin q)^2}\quad\text{for both } s. \label{chainE}
\end{equation}

Each level is double at every $q$, yet $\varepsilon_\pm(q)\neq\varepsilon_\pm(-q)$ when $\lambda J\sin q\neq0$: where $\lambda J\sin q>0$ the spin-orbit field opposes the exchange field at $q$ and adds to it at $-q$, so that $|m(q)|<|m(-q)|$, and for the other sign $q$ and $-q$ change places. Where $m\neq0$, the two states $s=\pm1$ of a doublet are weighted towards opposite sublattices. Differentiating $\varepsilon_-=-\sqrt{A^2+(sm)^2}$ with respect to the coefficient $sm$ of $\tau_z$ gives $\langle\tau_z\rangle=-sm/\sqrt{A^2+m^2}$, which changes sign with $s$. The imbalance is nearly complete when $|m|\gg|A|$, slight when $|m|\ll|A|$, and absent where $m=0$.

Inversion about a bond centre exchanges the sublattices, and time reversal flips the spin. Either operation alone reverses the sign of $\tau_z\sigma_x$; together they restore it. This joint operation protects the doublets, and it does so for any crystal that has it.

\section{The product operation on spinors}

Hartree atomic units are used. For a two-component spinor $\psi(\mathbf r)$, time reversal is $T=i\sigma_yK$, where $K$ is complex conjugation. The matrix $i\sigma_y$ is real, so $K$ passes through it:
\begin{equation}
T^2=(i\sigma_y)K(i\sigma_y)K=(i\sigma_y)^2=-1. \label{T2}
\end{equation}
Inversion $P$ about a centre $\mathbf r_0$ replaces $\mathbf r$ by $2\mathbf r_0-\mathbf r$. Spin is an axial vector, so $P$ leaves the spin components alone. Two inversions give $2\mathbf r_0-(2\mathbf r_0-\mathbf r)=\mathbf r$, hence $P^2=1$. Because $P$ acts on position and $T$ on spin and phase, $PT=TP$. With $\Theta=PT$,
\begin{align}
(\Theta\psi)(\mathbf r)&=i\sigma_y\,\psi^*(2\mathbf r_0-\mathbf r), \label{theta}\\
\Theta^2&=PTPT=P^2T^2=-1. \label{theta2}
\end{align}
A different phase convention for $P$ does not matter: replacing $\Theta$ by $e^{i\alpha}\Theta$ gives $e^{i\alpha}\Theta e^{i\alpha}\Theta=e^{i\alpha}e^{-i\alpha}\Theta^2=\Theta^2$, since $\Theta$ conjugates numbers.

Let $\psi$ be a Bloch state, $\psi(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi(\mathbf r)$ for every lattice vector $\mathbf R$. From (\ref{theta}),
\begin{align}
(\Theta\psi)(\mathbf r+\mathbf R)
&=i\sigma_y\,\psi^*(2\mathbf r_0-\mathbf r-\mathbf R)\nonumber\\
&=i\sigma_y\left[e^{-i\mathbf k\cdot\mathbf R}\psi(2\mathbf r_0-\mathbf r)\right]^*
=e^{i\mathbf k\cdot\mathbf R}(\Theta\psi)(\mathbf r). \label{kfixed}
\end{align}
Inversion reverses $\mathbf k$, conjugation reverses it again, and $\Theta\psi$ has the same $\mathbf k$ as $\psi$.

\section{Why every level is double}

Suppose $H\Theta=\Theta H$ and $H\psi=\varepsilon\psi$. Since $\varepsilon$ is real, $H\Theta\psi=\Theta\varepsilon\psi=\varepsilon\Theta\psi$. It remains to show that $\Theta\psi$ is a new state. An antiunitary operator obeys $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$. Put $a=\psi$ and $b=\Theta\psi$:
\begin{equation}
\langle\Theta\psi|\psi\rangle=\langle\Theta\psi|\Theta^2\psi\rangle=-\langle\Theta\psi|\psi\rangle
\quad\Longrightarrow\quad\langle\Theta\psi|\psi\rangle=0. \label{orth}
\end{equation}
The second equality uses (\ref{theta2}). The two states are orthogonal and share both energy and $\mathbf k$.

If a further state $\phi$ of this level is orthogonal to $\psi$ and $\Theta\psi$, so is its partner:
\begin{align}
\langle\Theta\phi|\Theta\psi\rangle&=\langle\psi|\phi\rangle=0,\nonumber\\
\langle\Theta\phi|\psi\rangle&=-\langle\Theta\phi|\Theta(\Theta\psi)\rangle=-\langle\Theta\psi|\phi\rangle=0. \label{complement}
\end{align}
States can thus be removed in pairs until the level is exhausted, and its degeneracy is even. It may exceed two where doublets meet.

For spinless electrons $T=K$ and $\Theta^2=+1$. The first equality in (\ref{orth}) then reads $\langle\Theta\psi|\psi\rangle=\langle\Theta\psi|\psi\rangle$ and forbids nothing: $\Theta\psi$ may be $\psi$ itself up to a phase.

The partners carry opposite total spin. Time reversal gives $\boldsymbol\sigma\Theta=-\Theta\boldsymbol\sigma$, so
\begin{equation}
\langle\Theta\psi|\boldsymbol\sigma\Theta\psi\rangle=-\langle\Theta\psi|\Theta\boldsymbol\sigma\psi\rangle
=-\langle\boldsymbol\sigma\psi|\psi\rangle=-\langle\psi|\boldsymbol\sigma\psi\rangle. \label{spin}
\end{equation}
The cancellation is not local, because the spin density of one partner at $\mathbf r$ is minus that of the other at $2\mathbf r_0-\mathbf r$. A filled doublet can therefore carry antiferromagnetic order.

\section{Which Hamiltonians have this symmetry}

Take the effective one-electron Hamiltonian
\begin{equation}
H=\tfrac12p^2+V(\mathbf r)+\kappa\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)+\boldsymbol\sigma\cdot\mathbf B(\mathbf r), \label{H}
\end{equation}
where $\kappa=1/(4c^2)$, $c$ is the speed of light, and $\mathbf B$ is an exchange field, in energy units, that acts on spin alone. Put the inversion centre at the origin. Under $\Theta$, position changes sign once (from $P$), momentum twice and spin once (from $T$):
\begin{equation}
\mathbf r\to-\mathbf r,\qquad \mathbf p\to\mathbf p,\qquad \boldsymbol\sigma\to-\boldsymbol\sigma. \label{ops}
\end{equation}
The potential is invariant if $V(-\mathbf r)=V(\mathbf r)$. Its gradient is then odd, so the spin-orbit term acquires one minus sign from $\boldsymbol\sigma$ and one from $\nabla V$, and is unchanged. The exchange term becomes $-\boldsymbol\sigma\cdot\mathbf B(-\mathbf r)$, which equals the original if $\mathbf B(-\mathbf r)=-\mathbf B(\mathbf r)$. Moments at inversion-related sites must be opposite.

Inversion alone would require $\mathbf B$ to be even, and time reversal alone would require $\mathbf B=0$. A nonzero odd field breaks time reversal and the inversion about this centre. The two stand or fall together: if $\Theta$ and one factor are symmetries, so is the other factor. Likewise, an inversion about another centre, multiplied by $\Theta$, is time reversal combined with a translation.

\section{What relates \texorpdfstring{$\mathbf k$}{k} and \texorpdfstring{$-\mathbf k$}{-k}}

Let $H(\mathbf k)$ be the Hamiltonian restricted to Bloch states of wavevector $\mathbf k$. If a unitary or antiunitary symmetry $S$ reverses $\mathbf k$, then
\begin{equation}
S\,H(\mathbf k)\,S^{-1}=H(-\mathbf k), \label{S}
\end{equation}
and the spectra at $\mathbf k$ and $-\mathbf k$ agree. Inversion, time reversal, and time reversal with a translation are of this kind. By (\ref{kfixed}), $\Theta$ is not.

Without spin-orbit coupling there can be a less visible $S$. Suppose $\mathbf B(\mathbf r)$ lies everywhere in the plane normal to a unit vector $\mathbf u$. A spin rotation by $\pi$ about $\mathbf u$ reverses the in-plane components of $\boldsymbol\sigma$, and $T$ reverses them again. Their product leaves $\boldsymbol\sigma\cdot\mathbf B$ and the spin-independent terms unchanged, while $T$ reverses $\mathbf k$. Coplanar fields, and collinear ones as a special case, therefore give even bands when $\kappa=0$. Spin-orbit coupling generally spoils this: $T$ preserves that term, but the spin rotation alone changes it. A non-coplanar field admits no suitable $\mathbf u$.

A plane-wave calculation displays these cases. For a real even $V$ the Fourier coefficients $V_{\mathbf G}$ are real and even in $\mathbf G$; for a real odd $\mathbf B$ they are imaginary and odd. Since $\nabla V$ has coefficients $i\mathbf GV_{\mathbf G}$, and $(\mathbf q-\mathbf q')\times\mathbf q'=\mathbf q\times\mathbf q'$, the matrix elements with $\mathbf q=\mathbf k+\mathbf G$ and $\mathbf q'=\mathbf k+\mathbf G'$ are
\begin{align}
H_{\mathbf G\mathbf G'}={}&\tfrac12q^2\delta_{\mathbf G\mathbf G'}+V_{\mathbf G-\mathbf G'}
+i\kappa V_{\mathbf G-\mathbf G'}\,\boldsymbol\sigma\cdot(\mathbf q\times\mathbf q')\nonumber\\
&+\boldsymbol\sigma\cdot\mathbf B_{\mathbf G-\mathbf G'}. \label{pw}
\end{align}
The cell is cubic with shortest reciprocal vectors of length $1\,\text{bohr}^{-1}$. The basis has the 27 vectors $\mathbf G$ with components $-1,0,1$, and the potentials have random coefficients of order $0.1$ hartree. The spin-orbit prefactor is enlarged to $\kappa=0.2$ to make its effect visible. The table refers to the lowest eight levels at $\mathbf k=(0.13,0.21,-0.08)\,\text{bohr}^{-1}$. ``Split'' is the largest separation within consecutive pairs of levels, and ``odd'' is the largest $|\varepsilon(\mathbf k)-\varepsilon(-\mathbf k)|$, both in hartree; zero means below $10^{-14}$.

\begin{center}
\begin{tabular}{lll}
Fields & split & odd\\
$\Theta$, collinear $\mathbf B$, $\kappa=0.2$ & 0 & 0.025\\
$\Theta$, non-coplanar $\mathbf B$, $\kappa=0.2$ & 0 & 0.064\\
$\Theta$, coplanar $\mathbf B$, $\kappa=0$ & 0 & 0\\
$\Theta$, non-coplanar $\mathbf B$, $\kappa=0$ & 0 & 0.053\\
$P$ only, even $\mathbf B$, $\kappa=0.2$ & 0.485 & 0\\
$T$ only, $V$ not even, $\mathbf B=0$, $\kappa=0.2$ & 0.045 & 0
\end{tabular}
\end{center}

The last two rows are the converse of the first two. Either factor alone makes the bands even but leaves the pairs split at this $\mathbf k$; the product alone joins the pairs but leaves the bands uneven. The fourth row shows that spin-orbit coupling is not indispensable for unevenness. Only the pattern of zeros is significant: the nonzero entries belong to this small basis. With the 343 vectors of components $-3,\dots,3$ the zeros remain zero to rounding, while the odd parts become $0.011$, $0.038$ and $0.033$ hartree and the splits $0.522$ and $0.056$ hartree. With the physical $\kappa=1/(4c^2)$ and this weak, smooth potential, the odd part in the first row is only about $10^{-6}$ hartree.

\section{A square-lattice antiferromagnet}

Extend the chain to a square lattice of unit lattice constant, with $A$ sites at the corners and $B$ sites at the cell centres. Hopping $-t$ along the four vectors $(\pm\frac12,\pm\frac12)$ joins the sublattices, and hopping $-t_2$ along $(\pm1,0)$ and $(0,\pm1)$ stays within each. With Bloch phases taken at the actual site positions, the sums over bonds are
\begin{align}
A(\mathbf k)&=-t\left(2\cos\tfrac{k_x}2\right)\left(2\cos\tfrac{k_y}2\right)=-4t\cos\tfrac{k_x}2\cos\tfrac{k_y}2,\nonumber\\
\varepsilon_0(\mathbf k)&=-2t_2(\cos k_x+\cos k_y). \label{hop}
\end{align}
A shift of $k_x$ by $2\pi$ reverses the sign of $A$; this is a change of basis phases, and the energies remain periodic.

The surroundings of $A$ and $B$ are assumed to be polar in opposite directions along $z$. A hop within a sublattice from $\mathbf r+\mathbf d$ to $\mathbf r$, which enters the Bloch sum with the phase $e^{i\mathbf k\cdot\mathbf d}$, then has the spin-orbit amplitude $-\frac{i\lambda}2\tau_z\,\boldsymbol\sigma\cdot(\hat{\mathbf z}\times\mathbf d)$. For $\mathbf d=\pm\hat{\mathbf x}$, where $\hat{\mathbf z}\times\hat{\mathbf x}=\hat{\mathbf y}$, the sum is
\begin{equation}
-\tfrac{i\lambda}2\tau_z\sigma_y\left(e^{ik_x}-e^{-ik_x}\right)=\lambda\sin k_x\,\tau_z\sigma_y. \label{soc}
\end{equation}
For $\mathbf d=\pm\hat{\mathbf y}$, $\hat{\mathbf z}\times\hat{\mathbf y}=-\hat{\mathbf x}$ gives $-\lambda\sin k_y\,\tau_z\sigma_x$. Adding a staggered exchange field along the unit vector $\mathbf n$,
\begin{align}
H(\mathbf k)&=\varepsilon_0+A\tau_x+\tau_z\,\boldsymbol\sigma\cdot\mathbf d(\mathbf k),\nonumber\\
\mathbf d(\mathbf k)&=\lambda\mathbf g+J\mathbf n,\qquad \mathbf g=(-\sin k_y,\sin k_x,0). \label{model}
\end{align}
On the line $k_x=0$ with $\mathbf n=\hat{\mathbf x}$ this is the chain (\ref{chain}), apart from $\varepsilon_0$.

Inversion about the midpoint of an $A$--$B$ bond exchanges the sublattices, so up to a common phase $\Theta=\tau_x\,i\sigma_yK$. Under it $1,\tau_x,\tau_y$ are even and $\tau_z$ is odd; for $\tau_y$, conjugation and exchange each give a minus sign. Each $\sigma_i$ is odd. Of the sixteen products of these matrices, the invariant ones are $1,\tau_x,\tau_y$ and $\tau_z\sigma_i$. Every term of (\ref{model}) is among them.

To find the levels, square $M=H-\varepsilon_0$:
\begin{equation}
M^2=A^2+(\boldsymbol\sigma\cdot\mathbf d)^2+A(\tau_x\tau_z+\tau_z\tau_x)\boldsymbol\sigma\cdot\mathbf d=A^2+|\mathbf d|^2. \label{square}
\end{equation}
The eigenvalues of $M$ are $\pm D$ with $D=\sqrt{A^2+|\mathbf d|^2}$. Since $M$ is traceless, each occurs twice:
\begin{equation}
\varepsilon_\pm(\mathbf k)=\varepsilon_0\pm\sqrt{A^2+|\lambda\mathbf g+J\mathbf n|^2}. \label{bands}
\end{equation}

Now reverse $\mathbf k$. Both $\varepsilon_0$ and $A$ are even and $\mathbf g$ is odd, so
\begin{align}
D(\mathbf k)^2-D(-\mathbf k)^2&=|J\mathbf n+\lambda\mathbf g|^2-|J\mathbf n-\lambda\mathbf g|^2\nonumber\\
&=4\lambda J\,\mathbf n\cdot\mathbf g(\mathbf k). \label{law}
\end{align}
Dividing by $D(\mathbf k)+D(-\mathbf k)$ gives the difference for the lower doublet:
\begin{equation}
\varepsilon_-(\mathbf k)-\varepsilon_-(-\mathbf k)=-\frac{4\lambda J\,\mathbf n\cdot\mathbf g(\mathbf k)}{D(\mathbf k)+D(-\mathbf k)}. \label{diff}
\end{equation}
The unevenness is an interference between spin-orbit and exchange fields. For weak spin-orbit coupling it is, to first order in $\lambda$, $-2\lambda J\,\mathbf n\cdot\mathbf g/\sqrt{A^2+J^2}$. For weak exchange it is, to first order in $J$, $-2\lambda J\,\mathbf n\cdot\mathbf g/\sqrt{A^2+\lambda^2|\mathbf g|^2}$, provided the root is not zero. Reversing $\mathbf n$ has the same effect on the energies as reversing $\mathbf k$, so the two antiferromagnetic domains have mirrored bands.

The direction of the moments matters. For $\mathbf n=\hat{\mathbf z}$, $\mathbf n\cdot\mathbf g=0$ and the bands are even. The symmetry responsible is the twofold rotation about $z$: $\sigma_z$ reverses $\sigma_x$ and $\sigma_y$ but keeps $\sigma_z$, so $\sigma_zH(\mathbf k)\sigma_z=H(-\mathbf k)$, an instance of (\ref{S}). For $\mathbf n=\hat{\mathbf x}$ this fails, but a mirror survives. Conjugation by $\sigma_x$ reverses $\sigma_y$, which multiplies $\sin k_x$, and leaves the exchange term alone:
\begin{equation}
\sigma_xH(k_x,k_y)\sigma_x=H(-k_x,k_y). \label{mirror}
\end{equation}

\section{Consequences for zone sums}

Let $f(\mathbf k)$ depend on $\mathbf k$ through the band energies, and let its zone average be $I=N_k^{-1}\sum_{\mathbf k}f(\mathbf k)$. A symmetry that maps $\mathbf k$ to a different point allows one of the two to be dropped and the weight of the other doubled. Since $\Theta$ maps $\mathbf k$ to itself, it removes no points. It says instead that one level of each doublet suffices, with weight two. If $\Theta$ is the only symmetry besides the translations, the irreducible part of the zone is the whole zone.

Suppose that the mesh is nevertheless halved as if $\mathbf k$ and $-\mathbf k$ were equivalent. On a mesh where no point is its own partner,
\begin{align}
I_{\rm half}-I&=\frac2{N_k}\sum_{\rm half}f(\mathbf k)-\frac1{N_k}\sum_{\rm half}\left[f(\mathbf k)+f(-\mathbf k)\right]\nonumber\\
&=\frac1{N_k}\sum_{\rm half}\left[f(\mathbf k)-f(-\mathbf k)\right]. \label{error}
\end{align}
A finer mesh turns this sum into an integral over half the zone, which need not vanish. The complementary half has the opposite error.

For an example take $t=0.015$, $t_2=0.002$, $\lambda=0.020$ and $J=0.030$ hartree, with $\mathbf n=\hat{\mathbf x}$. At $\mathbf k=(\frac\pi2,\frac\pi2)$, $\varepsilon_0=0$, $A=-4(0.015)\frac12=-0.030$ hartree and $\mathbf g=(-1,1,0)$. At $\mathbf k$ the field is $\mathbf d=(0.010,0.020,0)$ hartree, and at $-\mathbf k$ it is $(0.050,-0.020,0)$ hartree. Hence, in hartree,
\begin{align}
D(\mathbf k)&=\sqrt{0.0009+0.0001+0.0004}=0.0374,\nonumber\\
D(-\mathbf k)&=\sqrt{0.0009+0.0025+0.0004}=0.0616. \label{numbers}
\end{align}
The lower doublet lies at $-0.0374$ hartree at $\mathbf k$ and at $-0.0616$ hartree at $-\mathbf k$, a difference of $0.0242$ hartree ($0.659$ eV). This is comparable with $J$ and $\lambda$ themselves. The value $\lambda=0.020$ hartree ($0.54$ eV), larger than $t$, is enlarged to make the effect plain and does not describe a particular material.

Let two electrons per cell fill the lower doublet, so that $f=2\varepsilon_-$ and $I$ is the band energy per cell. The mesh has $N\times N$ points with coordinates $-\pi+2\pi(i+\frac12)/N$, $i=0,\dots,N-1$, and $H(\mathbf k)$ is diagonalized at each. At $N=48$ the lowest upper level lies $0.0196$ hartree above the highest lower one; over the continuous zone the gap is $0.0192$ hartree. The energies per cell, in hartree, are

\begin{center}
\begin{tabular}{rlll}
$N$ & full mesh & half $k_y>0$ & half $k_y<0$\\
12 & $-0.088866$ & $-0.070760$ & $-0.106973$\\
24 & $-0.088864$ & $-0.070925$ & $-0.106804$\\
48 & $-0.088864$ & $-0.070967$ & $-0.106762$
\end{tabular}
\end{center}

The sign follows from (\ref{diff}): with $\mathbf n\cdot\mathbf g=-\sin k_y$, the lower doublet is higher at $\mathbf k$ than at $-\mathbf k$ for $0<k_y<\pi$, so the half $k_y>0$ gives too high an energy. Gauss--Legendre quadrature of (\ref{bands}) gives the limit of (\ref{error}) for an infinitely fine mesh as $0.01788$ hartree ($0.487$ eV), about 20\% of the magnitude of the band energy. The error is nearly proportional to $\lambda$ when $\lambda$ is small: for $\lambda=0.001$ hartree ($27$ meV) it is $27$ meV, or 1.2\%. The half $k_x>0$, justified by (\ref{mirror}), reproduces the full-mesh energy at each $N$. That half also holds one point of each pair $\pm\mathbf k$, so the error (\ref{error}) depends on which half is kept; the diagonal half $k_x+k_y>0$ gives $0.0080$ hartree at $N=48$.

The false half meshes also converge more slowly. The errors for $k_y>0$ are $0.018107$, $0.017939$ and $0.017897$ hartree, and their distance from the limit falls by about four at each doubling of $N$. To see why, let $F(k_y)$ be the average of $f(\mathbf k)-f(-\mathbf k)$ over $k_x$. For spacing $h=2\pi/N$, the error of the half $k_y>0$ is $h\sum F/2\pi$, and the midpoint sum $h\sum F$ over $0<k_y<\pi$ exceeds the integral of $F$, to leading order, by
\begin{equation}
-\frac{h^2}{24}\left[F'(\pi)-F'(0)\right]. \label{midpoint}
\end{equation}
By (\ref{diff}), $F$ is zero at both ends and positive between them, with $F'(0)>0$ and $F'(\pi)<0$. The excess is positive and scales as $N^{-2}$, as the numbers do. With $F'(0)=0.0494$ and $F'(\pi)=-0.0728$ hartree, (\ref{midpoint}) divided by $2\pi$ gives $2.22\times10^{-4}$ hartree at $N=12$, against $2.23\times10^{-4}$ hartree found on the mesh. Over the full zone the integrand is periodic, so the end-point terms cancel. It is also smooth, because $D$ never vanishes here: $A=0$ requires $k_x=\pi$ or $k_y=\pi$, where $|\mathbf d|\geq J-\lambda>0$. Refinement thus cures the discretization error of the half mesh, but not the error of assuming a symmetry that the crystal lacks.
